# Shot-Noise-Limited Read Time of a Tunnel Junction, with First Corrections

## The decision and the model

A timing calculation for a ferroelectric tunnel-junction memory must assign an integration window to each read. Suppose that 5 µs is available, the two states carry 10 pA and 5 pA, and the threshold must lie five standard deviations from each mean. Shot noise alone needs 4.67 µs, so the window appears sufficient. Whether it remains so depends on corrections of a few per cent, and on whether the other noise sources are corrections at all.

Let \(I_1=10\) pA and \(I_0=5\) pA be the mean currents, \(e>0\) the elementary charge, \(t\) the integration time and \(k=5\) the required margin. The mean number of transferred electrons in state \(j\) is

\[
N_j=\frac{I_jt}{e}.
\]

The bias is constant, and integration starts after the junction capacitance has charged. At first, electrons tunnel in one direction only, independently and at a constant rate \(\Gamma=I/e\).

Divide \(t\) into \(M\) short intervals. Each contains an event with probability \(p=\Gamma t/M\). Its count is 0 or 1, so its variance is \(p-p^2\). Variances of independent intervals add:

\[
\sigma^2=M(p-p^2)=\Gamma t-\frac{(\Gamma t)^2}{M}\longrightarrow \Gamma t=N .
\]

In the same limit the binomial distribution of the total count becomes the Poisson distribution, \(P(m)=N^me^{-N}/m!\), with \(\sigma_j=\sqrt{N_j}\). A simulation of 10,000 windows at 10 pA, built from random waiting times, gave a variance-to-mean ratio of 1.006.

## Leading result

The threshold count \(m\) must satisfy

\[
m=N_0+k\sqrt{N_0},\qquad m=N_1-k\sqrt{N_1}.
\]

Equating the two expressions gives

\[
N_1-N_0=k(\sqrt{N_1}+\sqrt{N_0}).
\]

The left side is \((\sqrt{N_1}-\sqrt{N_0})(\sqrt{N_1}+\sqrt{N_0})\). Dividing by the positive sum leaves

\[
\sqrt{N_1}-\sqrt{N_0}=k .
\]

Inserting \(N_j=I_jt/e\) and squaring,

\[
\boxed{\,t_0=\frac{k^2e}{(\sqrt{I_1}-\sqrt{I_0})^2}\,}
\]

For the example, with currents in pA inside the roots,

\[
t_0=\frac{25\,(1.602\times10^{-19}\ \mathrm{C})}{(3.1623-2.2361)^2\times10^{-12}\ \mathrm{A}}
=4.67\ \mu\mathrm{s}.
\]

The mean counts are 291.4 and 145.7, with standard deviations 17.07 and 12.07. The gap of 145.7 electrons equals \(5(17.07+12.07)\).

The threshold follows from \(k=\sqrt{N_1}-\sqrt{N_0}\):

\[
m=N_0+(\sqrt{N_1}-\sqrt{N_0})\sqrt{N_0}=\sqrt{N_1N_0}=206.1 .
\]

The threshold current is therefore the geometric mean, 7.07 pA. Raising it would reduce the time needed by the lower state but increase the time needed by the upper one; lowering it does the reverse. The larger of the two times is smallest where they are equal. At the midpoint, 7.5 pA, the upper state sets the time:

\[
\frac{I_1-I_0}{2}=k\sqrt{\frac{eI_1}{t}}
\quad\Longrightarrow\quad
t=\frac{4k^2eI_1}{(I_1-I_0)^2}=6.41\ \mu\mathrm{s}.
\]

## Weak contrast and its first correction

Define \(\delta=I_1-I_0\) and \(\bar I=(I_1+I_0)/2\). Since \(\sqrt{I_1}-\sqrt{I_0}=\delta/(\sqrt{I_1}+\sqrt{I_0})\),

\[
t_0=\frac{k^2e}{\delta^2}(\sqrt{I_1}+\sqrt{I_0})^2
=\frac{k^2e}{\delta^2}\left(2\bar I+2\sqrt{I_1I_0}\right).
\]

Also \(I_1I_0=\bar I^2-\delta^2/4\). For \(\delta\ll\bar I\),

\[
\sqrt{I_1I_0}=\bar I\sqrt{1-\frac{\delta^2}{4\bar I^2}}
\simeq\bar I-\frac{\delta^2}{8\bar I},
\]

and hence

\[
t_0\simeq\frac{4k^2e\bar I}{\delta^2}\left(1-\frac{\delta^2}{16\bar I^2}\right).
\]

Here the leading term is 4.81 µs and the correction is \(-25/900=-2.8\%\), which gives 4.67 µs. The time grows as \(\delta^{-2}\): halving a small current difference at fixed mean current quadruples the read time.

## From standard deviations to error probabilities

For a Gaussian distribution, five standard deviations mean an error of \(2.87\times10^{-7}\) per state. Poisson distributions are skewed. Stirling's formula gives, apart from a slowly varying prefactor,

\[
P(m)\sim e^{-A},\qquad A=m\ln\frac{m}{N}-m+N .
\]

Set \(m=N(1+\epsilon)\). Expanding the logarithm,

\[
A=N[(1+\epsilon)\ln(1+\epsilon)-\epsilon]
=N\left(\frac{\epsilon^2}{2}-\frac{\epsilon^3}{6}+\cdots\right).
\]

For a threshold \(z\) standard deviations above the lower mean, \(\epsilon=z/\sqrt{N_0}\); for one \(z\) below the upper mean, \(\epsilon=-z/\sqrt{N_1}\). Thus

\[
A_0\simeq\frac{z^2}{2}-\frac{z^3}{6\sqrt{N_0}},\qquad
A_1\simeq\frac{z^2}{2}+\frac{z^3}{6\sqrt{N_1}} .
\]

For margins well above one standard deviation, the lower state is misread more often than the Gaussian value, and the upper state less often. At the threshold 206.1 the Poisson errors are \(1.0\times10^{-6}\) and \(8.0\times10^{-8}\).

To restore the Gaussian exponent, set each \(A\) equal to \(k^2/2\) and write \(z=k+\eta\). To first order, \(z^2/2\simeq k^2/2+k\eta\), so

\[
\eta_0=\frac{k^2}{6\sqrt{N_0}},\qquad
\eta_1=-\frac{k^2}{6\sqrt{N_1}} .
\]

Multiplying by the standard deviations gives the required distances:

\[
m-N_0=k\sqrt{N_0}+\frac{k^2}{6},\qquad
N_1-m=k\sqrt{N_1}-\frac{k^2}{6}.
\]

When these are added, the corrections cancel, and the condition for \(t_0\) returns. At this order skewness moves the threshold up by \(k^2/6=4.2\) electrons, to about 210, but leaves the time unchanged. The neglected prefactors can shift the threshold by an amount of order one electron.

A search with full Poisson probabilities and integer thresholds agrees to about 1%: both errors first meet the Gaussian target at 4.656 µs, 0.3% below \(t_0\), when counts up to 209 are read as low. Because the threshold is an integer, the target is at first met only in short intervals of time. At \(t_0\) itself the best choice leaves a worst error of \(3.2\times10^{-7}\), and the target is met without interruption only from about 4.71 µs.

The expansion requires \(k/\sqrt{N_j}\) to be small. Here it is 0.41 for the lower state and 0.29 for the upper. It fails when \(I_0\to0\): the formula then asks for \(N_1=k^2=25\), whereas a dark lower state can be distinguished by a single electron. The only error is then \(e^{-N_1}\), and the same target needs \(N_1=-\ln(2.87\times10^{-7})\simeq15.1\).

## First correction from additional noise

Let another source add a count variance \(w_j\), independent of the shot noise. If \(w_j\ll N_j\),

\[
\sigma_j=\sqrt{N_j+w_j}\simeq\sqrt{N_j}+\frac{w_j}{2\sqrt{N_j}} .
\]

Insert this in \(N_1-N_0=k(\sigma_1+\sigma_0)\) and divide by \(\sqrt{N_1}+\sqrt{N_0}\):

\[
\sqrt{N_1}-\sqrt{N_0}\simeq k\left(1+\frac{\Delta}{2}\right),\qquad
\Delta=\frac{w_1/\sqrt{N_1}+w_0/\sqrt{N_0}}{\sqrt{N_1}+\sqrt{N_0}} .
\]

The left side is proportional to \(\sqrt t\). Squaring gives \(t\simeq t_0(1+\Delta)\), with \(\Delta\) evaluated at \(t_0\).

**Thermal tunnelling.** At bias \(V\) and temperature \(T\), electrons also tunnel backwards. For elastic tunnelling between equilibrium electrodes, the occupations obey

\[
f_L(1-f_R)=e^{eV/k_BT}f_R(1-f_L)
\]

at every energy, so the rates satisfy \(\Gamma_b/\Gamma_f=e^{-eV/k_BT}\). The mean net count is \((\Gamma_f-\Gamma_b)t\), while the variances add to \((\Gamma_f+\Gamma_b)t\). Their ratio is

\[
F=\frac{1+e^{-eV/k_BT}}{1-e^{-eV/k_BT}}
=\coth\frac{eV}{2k_BT}\simeq1+2e^{-eV/k_BT}.
\]

Thus \(w_j=(F-1)N_j\) and \(\Delta=F-1\). Here the result \(t=Ft_0\) needs no expansion, because \(\sigma_j=\sqrt{FN_j}\) merely replaces \(k\) by \(k\sqrt F\). At 0.1 V, \(F=1.043\) at 300 K and 1.081 at 358 K. The times are 4.87 and 5.05 µs with the currents held fixed. The 5 µs window passes at the first temperature and narrowly fails at the second.

**Current spread.** Suppose that each state's current varies from read to read by a relative rms amount \(s\), but stays constant during one read. Then \(w_j=s^2N_j^2\). Using \(a^3+b^3=(a+b)(a^2-ab+b^2)\) with \(a=\sqrt{N_1}\), \(b=\sqrt{N_0}\),

\[
\Delta=s^2\left(N_1-\sqrt{N_1N_0}+N_0\right).
\]

For \(s=2\%\), \(\Delta=0.0004\times231.1=0.092\), which predicts 5.10 µs. Solving the full condition gives 5.14 µs.

This correction grows with time. At long times \(\sigma_j\to sN_j\), so separation requires

\[
s<\frac{I_1-I_0}{k(I_1+I_0)}=6.67\%.
\]

At or above this limit, no integration time suffices.

## When readout noise is not a correction

Resetting an integration capacitor \(C\) leaves a random charge. Equipartition gives \(\langle q^2\rangle/2C=k_BT/2\), so the rms reset noise in electrons is \(r=\sqrt{k_BTC}/e\). For 10 fF at 300 K, \(r=40.2\), larger than either shot-noise width. Here \(C\) is taken as the whole capacitance that is reset, and the bias is taken as held fixed. On a passive node the 4.43 fF junction of the last section would add to \(C\), giving \(r=48\) and 18.0 µs in place of the 15.5 µs found below; on 10 fF alone, the upper-state charge collected in 15.5 µs would lower the 0.1 V bias by about 15 mV. With \(w_j=r^2\),

\[
\Delta=\frac{r^2}{\sqrt{N_1N_0}}=\frac{40.17^2}{206.1}=7.8 ,
\]

so the small-noise expansion is invalid. The opposite expansion, in powers of \(N_j/r^2\), is more suitable, although this ratio is not very small here: it reaches 0.60 for the upper state at the required time. To first order,

\[
\sigma_j\simeq r+\frac{N_j}{2r}.
\]

Let \(G=N_1-N_0=\delta t/e\). Since \(N_1+N_0=2\bar IG/\delta\), the separation condition becomes

\[
G\simeq2kr+\frac{k\bar I}{r\delta}G .
\]

Replacing \(G\) by \(2kr\) in the small term gives

\[
t\simeq\frac{2kre}{\delta}\left(1+\frac{k\bar I}{r\delta}\right).
\]

The leading time is 12.9 µs, and the correction of 18.7% raises it to 15.3 µs. The full condition gives 15.5 µs. The agreement is partly fortunate: the neglected second-order terms, about +3.5% and −1.9% of the leading time, have opposite signs. In this regime the time is proportional to \(k\) at leading order, instead of \(k^2\).

In a different readout, a current amplifier with a feedback resistor \(R\), the resistor adds white current noise with one-sided density \(4k_BT/R\). The estimate below assumes that the amplifier settles much faster than the integration window. This is demanding: at 1 GΩ, even 10 fF in parallel with the resistor gives a time constant of 10 µs. A rectangular window converts a density \(S\) into charge variance

\[
S\int_0^\infty\left(\frac{\sin\pi ft}{\pi f}\right)^2df=\frac{St}{2}.
\]

The added variance is \(2k_BTt/R\), equal to the shot noise of a current \(I_R=2k_BT/(eR)\). For 1 GΩ at 300 K this is about 52 pA, well above both signal currents. Adding \(I_R\) to each current in the noise, but not in the signal, gives

\[
t=\frac{k^2e}{\delta^2}\left(\sqrt{I_1+I_R}+\sqrt{I_0+I_R}\right)^2=37.9\ \mu\mathrm{s}.
\]

## Reading the result for a device

The parameters lie in the rough regime of nanoscale perovskite-oxide ferroelectric tunnel junctions: a 100 nm square, a 2 nm barrier, relative permittivity 100 and 0.1 V read bias. The currents are inputs, not predictions from a barrier. Their ratio of 2 is low for this class, in which ratios of ten or more have been reported. The read field, 0.5 MV/cm, is below the rough coercive and breakdown fields assumed here, 2 and 5 MV/cm; this does not exclude slow disturbance by repeated reads. The read field is the nominal bias divided by thickness, and the junction capacitance is the geometric one; built-in and depolarizing fields and imperfect screening in the electrodes are not included.

Two assumptions of the tunnelling model are mild for these numbers. The upper-state conductance corresponds to a summed channel transmission of \(1.3\times10^{-6}\), so for transmission nearly constant across the bias window, partition noise changes the variance by at most about that fraction. One electron changes the voltage on the 4.43 fF junction by 0.036 mV, far less than the bias. These checks presume direct elastic tunnelling; conduction through defect states, and telegraph or \(1/f\) fluctuations within a read, lie outside the model and need not follow the factor \(F\).

The charging transient is more serious. A 0.1 V step displaces 2763 electrons, about 9.5 times the upper-state signal. If this charge were included in the window, a state-dependent capacitance difference of about 5% would match the whole 146-electron gap. Integration must therefore start after settling, or the transient must be subtracted accurately.

A real read also contains noise beyond the one-way shot noise of the first model, from both the junction and the readout circuit. Thermal tunnelling at 300 K, uncancelled reset noise and a 2% spread together raise the time to 16.6 µs, about 3.5 times the shot-noise value. With that readout, the 5 µs window is insufficient. Measuring the reset charge before integration and subtracting it can remove the largest of these three contributions, provided that the two samples add little noise themselves. Even its complete removal would not rescue the 5 µs window, because the 2% spread alone requires 5.14 µs. The computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
Input currents: 10.0 and 5.0 pA
Margin on each side: 5.0 standard deviations
Shot-noise-limited time: 4.669 microseconds
Time from summed distributions: 4.669 microseconds
Mean counts: 291.42 and 145.71 electrons
Standard deviations: 17.071 and 12.071 electrons
Threshold count: 206.07 electrons
Threshold current: 7.071 pA
Time with midpoint threshold: 6.409 microseconds
Sampled variance/mean: 1.006 (dimensionless)
Gaussian error per state: 2.867e-07 (probability)
Poisson error, low state read high: 1.025e-06 (probability)
Poisson error, high state read low: 7.984e-08 (probability)
Time for both Poisson errors: 4.656 microseconds
Largest count read as low then: 209 electrons
Read bias: 0.10 V
Temperatures: 300 and 358 K
Thermal factors: 1.0427 and 1.0814 (dimensionless)
Times with thermal factor: 4.868, 5.049 microseconds
Summed channel transmission: 1.29e-06 (dimensionless)
Junction side and thickness: 100 and 2.0 nm
Relative permittivity, rough: 100 (dimensionless)
Junction capacitance: 4.43 fF
Capacitive charging on bias step: 2763 electrons
Single-electron voltage step: 0.0362 mV
Read field: 0.50 MV/cm
Rough coercive, breakdown fields: 2.0, 5.0 MV/cm
Feedback resistance: 1.0 GOhm
Time with resistor noise: 37.93 microseconds
Integration capacitance: 10.0 fF
Reset noise: 40.17 electrons rms
Time with reset noise: 15.47 microseconds
Assumed relative current spread: 2.0 percent
Time with current spread: 5.14 microseconds
Largest tolerable spread limit: 6.67 percent
Time, thermal + reset + spread: 16.56 microseconds
```
